# How spin mixing raises the resistivity of a ferromagnetic conductor

## Problem

In a ferromagnetic metal, electrons of the two spins scatter at different rates, and each spin forms its own conducting channel. The channel resistivity $\rho_s$ is what the metal would show if the electrons of spin $s$ alone carried current. Take

$$\rho_u=2\ \mu\Omega\,\text{cm},\qquad \rho_d=10\ \mu\Omega\,\text{cm}$$

for spin up and spin down.

Electrons can also flip their spin. Assume that a flip leaves the momentum unchanged, so that it hands momentum from one channel to the other. Call the mixing complete when flips are so frequent that both spins drift at the same velocity. Assume further that both spins have the same carrier density $n/2$ and the same mass $m$, and that $\rho_u$ and $\rho_d$ stay fixed while the flip rate changes.

(a) Find the total resistivity for any flip rate.

(b) Show that complete mixing raises it from $1.67$ to $3\ \mu\Omega\,\text{cm}$.

(c) How strong must the mixing be for half of this rise?

(d) Flips conserve the total momentum of the electrons. Why do they raise the resistivity at all?

(e) Find the resistance of a line 100 µm long, 10 µm wide and 1 µm thick in both limits, and judge which neglected effects matter.

## Hints

1. Write a steady momentum balance for each spin. A flip removes momentum from one balance and adds it to the other.
2. Turn drift velocities into current densities. The flip rate then becomes a resistivity that multiplies the difference of the two currents.
3. Both channels feel the same electric field. Solve for the two currents, then add them.
4. For (c), look at the distance from the upper limit rather than at the resistivity itself.
5. For (d), fix the total current and ask which division between the channels produces the least heat.

## Solution

### Momentum balance

Let $v_s$ be the drift velocity of spin $s$, counted positive along the electric force. The electron charge is negative, so the electrons drift against the field, but their current points along it. With this convention the force is $eE$, the current density is $j_s=(n/2)e\,v_s$, and all these quantities are positive, with $e$ the elementary charge.

The momentum density of spin up is $(n/2)mv_u$. Four processes change it:

- the field adds $(n/2)eE$ per unit time;
- ordinary scattering removes $(n/2)mv_u/\tau_u$, where $\tau_u$ is the relaxation time;
- flips out of spin up, at rate $w$ per electron, remove $w(n/2)mv_u$;
- flips into spin up bring $w(n/2)mv_d$, because each arriving electron keeps its momentum.

The densities are equal, so equal rates in both directions leave the spin populations unchanged. In the steady state the sum vanishes. Division by $(n/2)m$ gives

$$\frac{eE}{m}=\frac{v_u}{\tau_u}+w(v_u-v_d),\qquad
\frac{eE}{m}=\frac{v_d}{\tau_d}+w(v_d-v_u).$$

The flip terms are equal and opposite. They act as friction between the two spins.

Now insert $v_s=2j_s/(ne)$ and multiply by $m/e$. With

$$\rho_s=\frac{2m}{ne^2\tau_s},\qquad \rho_m=\frac{2mw}{ne^2},$$

the balances become

$$E=\rho_uj_u+\rho_m(j_u-j_d),\qquad E=\rho_dj_d+\rho_m(j_d-j_u).$$

The factor 2 appears because one channel holds half of the electrons. The mixing resistivity $\rho_m$ measures the flip rate in the same unit as the channel resistivities.

### (a) Total resistivity

Collect the currents:

$$(\rho_u+\rho_m)j_u-\rho_mj_d=E,$$
$$-\rho_mj_u+(\rho_d+\rho_m)j_d=E.$$

The determinant of this system is

$$D=(\rho_u+\rho_m)(\rho_d+\rho_m)-\rho_m^2=\rho_u\rho_d+\rho_m(\rho_u+\rho_d),$$

since the two terms $\rho_m^2$ cancel. Cramer's rule gives

$$j_u=\frac{(\rho_d+2\rho_m)E}{D},\qquad j_d=\frac{(\rho_u+2\rho_m)E}{D}.$$

The total current density is $j=j_u+j_d=(\rho_u+\rho_d+4\rho_m)E/D$, and therefore

$$\rho=\frac{E}{j}=\frac{\rho_u\rho_d+\rho_m(\rho_u+\rho_d)}{\rho_u+\rho_d+4\rho_m}.$$

This formula was compared with a numerical solution of the linear Boltzmann equation, which follows the electron distribution in every direction of motion instead of assuming one drift velocity per spin. For $\rho_m=0$, 3, 10 and 100 µΩ cm, the two agree within $10^{-7}$ µΩ cm.

### (b) The two limits

Without mixing, $\rho_m=0$, and the channels are ordinary parallel resistors:

$$\rho_0=\frac{\rho_u\rho_d}{\rho_u+\rho_d}=\frac{2\times10}{12}=1.67\ \mu\Omega\,\text{cm}.$$

For complete mixing, divide numerator and denominator by $\rho_m$ and let $\rho_m\to\infty$. The terms without $\rho_m$ drop out:

$$\rho_\infty=\frac{\rho_u+\rho_d}{4}=\frac{12}{4}=3\ \mu\Omega\,\text{cm}.$$

The resistivity has grown by a factor of 1.8.

The 4 in the denominator can be understood directly. An electron that flips very often spends half of its time in each spin state, so its relaxation rate is the mean of the two rates. All $n$ electrons share this rate, and

$$\rho_\infty=\frac{m}{ne^2}\,\frac12\left(\frac1{\tau_u}+\frac1{\tau_d}\right)=\frac12\cdot\frac{\rho_u+\rho_d}{2}.$$

One factor $1/2$ comes from the average. The other appears because $\rho_s$ was defined for half of the electrons.

Mixing thus averages scattering rates, whereas separate channels average relaxation times. For a round free-electron density $n=5\times10^{28}\ \text{m}^{-3}$ and the free-electron mass, the times are 71.0 fs and 14.2 fs. Their mean is 42.6 fs. The time that belongs to the mean rate is $2/(1/71.0+1/14.2)=23.7$ fs, shorter by the same factor of 1.8.

If $\rho_u=\rho_d$, both limits equal $\rho_u/2$. The spins then drift together from the start, and flips have nothing to equalize.

### (c) How much mixing is needed

Subtract the general result from its upper limit:

$$\rho_\infty-\rho=\frac{(\rho_u+\rho_d)(\rho_u+\rho_d+4\rho_m)-4\rho_u\rho_d-4\rho_m(\rho_u+\rho_d)}{4(\rho_u+\rho_d+4\rho_m)}.$$

The terms with $\rho_m$ in the numerator cancel, and $(\rho_u+\rho_d)^2-4\rho_u\rho_d=(\rho_u-\rho_d)^2$. Hence

$$\rho_\infty-\rho=\frac{(\rho_u-\rho_d)^2}{4(\rho_u+\rho_d+4\rho_m)}.$$

The gap shrinks steadily as $\rho_m$ grows, so the resistivity rises monotonically whenever the channels differ. Half of the rise is reached when the denominator has doubled from its value at $\rho_m=0$:

$$\rho_u+\rho_d+4\rho_m=2(\rho_u+\rho_d)\quad\Rightarrow\quad \rho_m=\frac{\rho_u+\rho_d}{4}=3\ \mu\Omega\,\text{cm}.$$

The approach to the limit is slow. With resistivities in µΩ cm, the gap is $64/(48+16\rho_m)=4/(3+\rho_m)$:

| $\rho_m$ (µΩ cm) | $\rho$ (µΩ cm) | share of current in spin up |
|---|---|---|
| 0 | 1.67 | 0.833 |
| 3 | 2.33 | 0.667 |
| 10 | 2.69 | 0.577 |
| 37 | 2.90 | 0.525 |
| 100 | 2.96 | 0.510 |

To come within 0.1 µΩ cm of the limit, $\rho_m$ must reach 37 µΩ cm, well above both channel resistivities.

### (d) Why flips raise the resistivity

Multiply the first channel equation by $j_u$, the second by $j_d$, and add them. The left side is $Ej=\rho j^2$, the heat produced per unit volume and time. The mixing terms combine into a square:

$$\rho j^2=\rho_uj_u^2+\rho_dj_d^2+\rho_m(j_u-j_d)^2.$$

Start without mixing and let a fraction $x$ of a fixed total current flow in spin up. The heat divided by $j^2$ is

$$h(x)=\rho_ux^2+\rho_d(1-x)^2.$$

Its derivative $2\rho_ux-2\rho_d(1-x)$ vanishes at $x=\rho_d/(\rho_u+\rho_d)=5/6$, and the second derivative $2(\rho_u+\rho_d)$ is positive, so this is a minimum. It is also the division that free channels adopt, because it makes $\rho_uj_u=\rho_dj_d=E$. The heat there is

$$h(5/6)=2\cdot\frac{25}{36}+10\cdot\frac1{36}=\frac{60}{36}=1.67\ \mu\Omega\,\text{cm}.$$

Complete mixing forces equal currents, $x=1/2$, and

$$h(1/2)=\frac{2}{4}+\frac{10}{4}=3\ \mu\Omega\,\text{cm}.$$

Complete mixing therefore raises the resistivity by moving current out of the good channel and into the poor one, where ordinary scattering destroys momentum faster.

Friction between the spins also produces heat at intermediate mixing. At $\rho_m=3$ µΩ cm the shares are $2/3$ and $1/3$, so the friction term is $3\times(1/3)^2=0.33$ µΩ cm out of 2.33, or 14 %. This is half of the rise of 0.67 µΩ cm; the shift of current gives the other half. At weaker mixing friction gives the larger part, because near the minimum of $h(x)$ a small shift of current costs almost no extra heat. The friction term vanishes in both limits. At $\rho_m=0$ there is no friction. For large $\rho_m$, the current difference at fixed $j$ falls as $1/\rho_m$, so $\rho_m(j_u-j_d)^2$ falls as $1/\rho_m$ too.

### (e) The line, and what the model leaves out

The cross-section is $10\ \mu\text{m}\times1\ \mu\text{m}=10^{-11}\ \text{m}^2$, and $1\ \mu\Omega\,\text{cm}=10^{-8}\ \Omega\,\text{m}$. Without mixing,

$$R=\frac{1.667\times10^{-8}\times10^{-4}}{10^{-11}}\ \Omega=0.167\ \Omega,$$

and with complete mixing $R=0.300\ \Omega$.

**Surfaces.** The mean free path is $\lambda_s=\hbar k_F\tau_s/m$ with $k_F=(3\pi^2n)^{1/3}$. It is 93.6 nm for spin up and 18.7 nm for spin down. Under complete mixing the rates are averaged, which gives one common path of 31.2 nm.

Suppose that the top and bottom surfaces scatter diffusely, so that an electron leaves them without drift. Let its direction make an angle with cosine $c$ to the film normal. At height $z$ above the surface it left, it has travelled a distance $z/c$, and its drift has recovered to the fraction $1-e^{-z/(\lambda c)}$ of the bulk value. The average over the thickness $d$ is $1-r(1-e^{-1/r})$ with $r=\lambda c/d$. Each direction contributes to the current along the film in proportion to the square of its velocity component along the field. After averaging around the normal, this is proportional to $1-c^2$. The conductivity is therefore reduced by the factor

$$F(\lambda)=\frac32\int_0^1(1-c^2)\left[1-r\left(1-e^{-1/r}\right)\right]dc,$$

where $3/2$ ensures $F=1$ for a very thick film. This form assumes that scattering in the bulk is isotropic; forward scattering with the same $\tau_s$ raises the unmixed value for the 20 nm film below by about 3 to 5 %. Without mixing, the conductivities $F(\lambda_s)/\rho_s$ add; with complete mixing, the resistivity is $\rho_\infty/F$ at the common path.

For the 1 µm line this gives 1.72 and 3.04 µΩ cm, close to the bulk values. For a film of 20 nm it gives 4.21 and 5.17 µΩ cm. The surfaces then add 2.5 µΩ cm without mixing and 2.2 µΩ cm with complete mixing, and mixing raises the resistivity by 23 % instead of 80 %.

**Temperature.** Phonons add to both channel resistivities. Take a rough 12 µΩ cm for each, which would give 6 µΩ cm for two otherwise perfect channels in parallel. The channels become 14 and 22 µΩ cm, and

$$\rho_0=\frac{14\times22}{36}=8.56\ \mu\Omega\,\text{cm},\qquad \rho_\infty=\frac{36}{4}=9.00\ \mu\Omega\,\text{cm}.$$

The rise falls to 5.2 %, because the channels still differ by 8 µΩ cm but are now much more alike in ratio. This result rests on the equal split, which is a choice of the model: in a ferromagnet thermal scattering can itself differ between the spins. Phonon parts of 7.5 and 30 µΩ cm also give 6 µΩ cm in parallel, but the channels then become 9.5 and 40 µΩ cm, the limits are 7.68 and 12.4 µΩ cm, and the rise is still 61 %.

**The real case.** The chosen channel values lie roughly in the regime of a dilute nickel alloy at low temperature, where impurities set the resistivity. They are far too low for nickel at room temperature, whose total resistivity is roughly 7 µΩ cm. In a heated metal the channel resistivities do not stay fixed, as the model assumes. Magnons, the thermal waves of the magnetization, are an important source of spin mixing in such metals. A magnon carries momentum of its own, so a flip that absorbs or emits one generally deflects the electron. The assumption of unchanged momentum is then only an approximation; Variation 1 shows what deflection does. Warming the metal to obtain more magnons also brings phonons, so heating a sample does not simply carry it from 1.67 to 3 µΩ cm. With the rough phonon values above, the upper number moves to 9 µΩ cm for the equal split and to 12.4 µΩ cm for the unequal one. The free-electron density and mass are a further simplification, since nickel has $d$ electrons at the Fermi level. Another density, if common to both spins, would change the times and path lengths quoted here. Another common mass would change the times but not the path lengths: at fixed channel resistivity $\tau_s$ is proportional to $m$, so the mass cancels from $\lambda_s=\hbar k_F\tau_s/m$. Neither changes the bulk limits of part (b). If the densities differ between the spins, as they can in nickel, the limit of complete mixing in general changes too (Variation 2). A difference of the masses alone leaves it at 3 µΩ cm, as long as the channel resistivities are fixed and complete mixing means equal drift velocities. Thermal smearing of the Fermi edge is small in this model: at 300 K, $k_BT$ is 0.5 % of the Fermi energy of 4.95 eV.

## Variation 1: flips that deflect the electron

*A flip now turns the electron's direction by an angle whose mean cosine is $g$. What replaces the result of part (a)?*

Let $W$ be the total flip rate expressed as a resistivity. An electron that leaves spin up takes all of its momentum with it. On arrival in the other spin, it has on average the fraction $g$ of that momentum left along the original direction; the sideways parts cancel if deflections to all sides are equally likely. Hence

$$E=\rho_uj_u+Wj_u-gWj_d.$$

Write $Wj_u=(1-g)Wj_u+gWj_u$:

$$E=\left[\rho_u+(1-g)W\right]j_u+gW(j_u-j_d),$$

and likewise for spin down. The earlier formula therefore holds with $\rho_m=gW$ and with $(1-g)W$ added to each channel resistivity.

If flips randomize the direction, $g=0$ and there is no mixing term. The channels conduct in parallel, each with a larger resistivity, however often the spins flip. For large $W$ the total resistivity $(\rho_u+W)(\rho_d+W)/(\rho_u+\rho_d+2W)$ then grows without limit, roughly as $W/2$, instead of levelling off at 3 µΩ cm. That limit requires flips that carry the momentum across.

Even a small deflection matters when flips are frequent. For $W=100$ µΩ cm and $g=0.99$, the channels become 3 and 11 µΩ cm and $\rho_m=99$ µΩ cm:

$$\rho=\frac{3\times11+99\times14}{14+4\times99}=\frac{1419}{410}=3.46\ \mu\Omega\,\text{cm}.$$

Undeflected flips of the same strength give 2.96 µΩ cm. The value 3 is therefore not an upper bound once flips themselves lose momentum.

## Variation 2: unequal numbers of carriers

*Spin up holds a fraction $f_u$ of the carriers and spin down $f_d=1-f_u$. The channel resistivities are still 2 and 10 µΩ cm. What does complete mixing give?*

Let the friction between the spins be proportional to the difference of their drift velocities, with coefficient $K$. The force balances per unit volume are

$$f_uneE=f_une\rho_uj_u+K(v_u-v_d),$$
$$f_dneE=f_dne\rho_dj_d+K(v_d-v_u).$$

Add them. The friction cancels, and division by $ne$ leaves

$$E=f_u\rho_uj_u+f_d\rho_dj_d.$$

For very large $K$ the drift velocities are equal, so each spin carries current in proportion to its number of electrons, $j_s=f_sj$. Therefore

$$\rho_\infty=f_u^2\rho_u+f_d^2\rho_d.$$

Equal fractions give back $(\rho_u+\rho_d)/4$. For $f_u=0.55$,

$$\rho_\infty=0.3025\times2+0.2025\times10=2.63\ \mu\Omega\,\text{cm},$$

and for $f_u=0.45$ it is 3.43 µΩ cm. A shift of five percent of the carriers from one spin to the other moves the result by about 0.4 µΩ cm, so the value 3 depends on equal densities. The friction law is an assumption here: unequal densities mean unequal Fermi momenta, so an elastic flip cannot keep its momentum. If flips are elastic and keep only the direction, the currents divide in proportion to $f_s^{2/3}$ instead of $f_s$, and the two values become 2.75 and 3.28 µΩ cm. The statements below refer to the velocity friction. The unmixed value stays at 1.67 µΩ cm, because the channel resistivities are held fixed.

The new limit is the heat function $h(x)$ of part (d) at $x=f_u$. It cannot fall below the minimum of 1.67 µΩ cm, and it equals that minimum at $f_u=5/6$. There the two spins already drift at the same velocity without any flips, and mixing changes nothing.

The numerical output below lists the values used here.

## Computed values

```
channel resistivity, up: 2.00 microohm cm
channel resistivity, down: 10.00 microohm cm
total without mixing (Boltzmann): 1.6667 microohm cm
total, flip strength 1e5 (Boltzmann): 3.0000 microohm cm
total, complete mixing (limit): 3.0000 microohm cm
ratio complete mixing / no mixing: 1.800
rho_m = 1 microohm cm: total 2.0000 microohm cm, up share 0.7500
rho_m = 3 microohm cm: total 2.3333 microohm cm, up share 0.6667
rho_m = 10 microohm cm: total 2.6923 microohm cm, up share 0.5769
rho_m = 37 microohm cm: total 2.9000 microohm cm, up share 0.5250
rho_m = 100 microohm cm: total 2.9612 microohm cm, up share 0.5097
up share of current, no mixing: 0.8333
up share, complete mixing: 0.5000
rho_m at half the rise: 3.00 microohm cm
friction part of heat there: 0.1429
line length: 100 um, width: 10 um, thickness: 1 um
line resistance, no mixing: 0.1667 ohm
line resistance, complete mixing: 0.3000 ohm
electron density: 5.0e+28 m^-3
relaxation time, up: 71.0 fs
relaxation time, down: 14.2 fs
mean free path, up: 93.6 nm
mean free path, down: 18.7 nm
mean free path, complete mixing: 31.2 nm
phonon part per channel (rough): 12.0 microohm cm
with phonons, no mixing: 8.556 microohm cm
with phonons, complete mixing: 9.000 microohm cm
relative rise with phonons: 5.2 %
relative rise without phonons: 80.0 %
up density fraction 0.45, complete mixing: 3.430 microohm cm
up density fraction 0.55, complete mixing: 2.630 microohm cm
flip strength 100 microohm cm, forward flips: 2.961 microohm cm
same strength, mean cosine 0.99: 3.461 microohm cm
film 1000 nm: no mixing 1.719, complete mixing 3.036 microohm cm
film 20 nm: no mixing 4.208, complete mixing 5.166 microohm cm
Fermi energy: 4.95 eV
kT/E_F at 300 K: 0.0052
```
